\section*{Unequal Capture Coefficients and the Gated-Diode Recombination Peak}

\section*{The device and the data}

A silicon MOS transistor with a p-type body is operated as a gated diode. Source and drain are tied together and forward biased by $V>0$, which for n-type regions in a p-type body means that they are held at the potential $-V$ relative to the body. The gate voltage, also measured from the body, is swept and the recombination current in the body contact is recorded. Electrons enter the surface region from source and drain, holes come from the body, and both are captured by traps at the Si/SiO$_2$ interface.

The surface potential $\psi_s$ is the downward band bending from the neutral body to the interface, so $\psi_s>0$ means depletion or inversion. Write $V_t=kT/q$ and $\phi_B=V_t\ln(N_A/n_i)$. Unless a part says otherwise, assume that

\begin{itemize}
\item both quasi-Fermi levels are flat up to the interface and along the gate, separated by $qV$;
\item carriers are non-degenerate, and injection into the body is low;
\item all traps, of density $N_t$ per area, have one level at energy $E$ above midgap, which is taken as the intrinsic level.
\end{itemize}

The capture coefficients for electrons and holes are $c_n$ and $c_p$. The data are rough typical values: $T=300$ K ($V_t=25.852$ mV), $N_A=10^{17}$ cm$^{-3}$, $n_i=10^{10}$ cm$^{-3}$, $V=0.30$ V, $N_t=10^{10}$ cm$^{-2}$, $c_n=10^{-8}$ cm$^3$/s, $c_p=10^{-10}$ cm$^3$/s, oxide thickness 5 nm, electron mobility $\mu=500$ cm$^2$/Vs, and relative permittivities 11.7 (Si) and 3.9 (oxide).

\section*{Part (a): surface densities}

\textbf{Question.} Find the electron and hole densities $n$ and $p$ at the interface. How does their product depend on $\psi_s$?

\textbf{Answer.} In the neutral body $p=N_A$ and, since the quasi-Fermi levels are split by $qV$, $n_b=(n_i^2/N_A)e^{V/V_t}$. Downward band bending raises the electron density and lowers the hole density by Boltzmann factors:
\begin{equation}
n=\frac{n_i^2}{N_A}\,e^{(\psi_s+V)/V_t},\qquad p=N_A\,e^{-\psi_s/V_t}.
\label{np}
\end{equation}
In the product the factors containing $\psi_s$ cancel:
\begin{equation}
np=n_i^2e^{V/V_t}.
\label{prod}
\end{equation}
At fixed bias the gate changes the ratio of the two densities but not their product.

\section*{Part (b): position of the peak}

\textbf{Question.} Derive the recombination rate per area, $U$, from the capture and emission rates of the trap. At what $\psi_s$ is it largest? By how much, and in which direction, does $c_n/c_p=100$ displace the peak from its place for equal coefficients? Does the displacement require a midgap level or a strong forward bias?

\textbf{Answer.} Let $f$ be the probability that a trap holds an electron. Electrons are captured at the rate $c_nn(1-f)$ and emitted at the rate $c_nn_1f$; holes are captured at the rate $c_ppf$ and emitted at the rate $c_pp_1(1-f)$. Detailed balance in equilibrium fixes the emission rates through
\begin{equation}
n_1=n_ie^{E/kT},\qquad p_1=n_ie^{-E/kT},\qquad n_1p_1=n_i^2 .
\end{equation}
In the steady state the net electron capture equals the net hole capture:
\begin{equation}
c_nn(1-f)-c_nn_1f=c_ppf-c_pp_1(1-f).
\end{equation}
Collecting the terms in $f$ gives
\begin{equation}
f=\frac{c_nn+c_pp_1}{S},\qquad 1-f=\frac{c_nn_1+c_pp}{S},\qquad S=c_n(n+n_1)+c_p(p+p_1).
\end{equation}
The net electron capture rate is therefore
\begin{align}
U&=N_t\,\frac{c_nn(c_nn_1+c_pp)-c_nn_1(c_nn+c_pp_1)}{S}\nonumber\\
&=N_t\,\frac{c_nc_p\,(np-n_i^2)}{c_n(n+n_1)+c_p(p+p_1)},
\label{srh}
\end{align}
because the terms $c_n^2nn_1$ cancel and $n_1p_1=n_i^2$.

By (\ref{prod}) the numerator does not depend on $\psi_s$, and it is positive for $V>0$. In the denominator $n_1$ and $p_1$ are constants, so $U$ is largest where $A+B$ is smallest, with $A=c_nn$ and $B=c_pp$. The product $AB$ is fixed, and
\begin{equation}
A+B=\left(\sqrt A-\sqrt B\right)^2+2\sqrt{AB}
\end{equation}
is smallest when $A=B$. The peak condition is thus $c_nn=c_pp$. Inserting (\ref{np}),
\begin{equation}
e^{2\psi_s/V_t}=\frac{c_p}{c_n}\left(\frac{N_A}{n_i}\right)^2e^{-V/V_t},
\end{equation}
and half the logarithm, times $V_t$, gives
\begin{equation}
\psi^*=\phi_B-\frac V2-\frac{V_t}{2}\ln\frac{c_n}{c_p}.
\label{peak}
\end{equation}

The displacement from the equal-coefficient peak, at fixed $V$ and $T$, is the last term:
\begin{equation}
\Delta\psi=-\frac{V_t}{2}\ln100=-\frac{25.852\ \text{mV}}{2}\times4.605=-59.5\ \text{mV}.
\end{equation}
With $\phi_B=416.7$ mV, the peak moves from $416.7-150.0=266.7$ mV to $207.2$ mV.

The minus sign means less band bending and more holes. The trap captures holes a hundred times less readily, so $c_nn$ and $c_pp$, the capture rates of an empty and of a filled trap, are equal where holes are a hundred times more numerous: $p=3.31\times10^{13}$ and $n=3.31\times10^{11}$ cm$^{-3}$. The factor $\tfrac12$ arises because a change of $\psi_s$ moves $n$ and $p$ in opposite directions, so their ratio varies as $e^{2\psi_s/V_t}$. The inverse ratio, $c_n/c_p=1/100$, gives $+59.5$ mV.

Neither a midgap level nor a strong bias was used. Within the stated assumptions the displacement is the same for every $E$ and every $V>0$. It follows that traps spread in energy but sharing one ratio $c_n/c_p$ also peak together at $\psi^*$. Traps with different ratios do not, and a real interface need not have a single ratio. For levels spread uniformly over $\pm0.5$ eV, ratio 100 below midgap and $1/100$ above gives two maxima, near 208 and 325 mV, when $\sqrt{c_nc_p}$ is the same in both halves. With ratio 100 below midgap, ratio 1 above and the same $\sqrt{c_nc_p}$, there is one maximum near 213 mV, which corresponds to neither; with the halves exchanged it lies near 261 mV. Its place also depends on the size of the coefficients.

\section*{Part (c): what midgap and strong bias do}

\textbf{Question.} Find the shape, height and width of the peak. State when they become independent of the trap level. Evaluate them for $E=0$, and compare with $E=+0.2$ eV.

\textbf{Answer.} Let $z=(\psi_s-\psi^*)/V_t$. Since $A=B$ at $z=0$ and $A/B$ varies as $e^{2z}$, we have $A=\sqrt{AB}\,e^{z}$ and $B=\sqrt{AB}\,e^{-z}$, with $\sqrt{AB}=\sqrt{c_nc_p}\,n_ie^{V/2V_t}$. Then $A+B=2\sqrt{AB}\cosh z$, and (\ref{srh}) becomes
\begin{equation}
U=\frac{N_t\sqrt{c_nc_p}\,n_ie^{V/2V_t}\left(1-e^{-V/V_t}\right)}{2(\cosh z+b)},\qquad
b=\frac{c_nn_1+c_pp_1}{2\sqrt{c_nc_p}\,n_ie^{V/2V_t}} .
\label{shape}
\end{equation}
The height is the value at $z=0$. At half height $\cosh z+b=2(1+b)$, so $\cosh z=2+b$ and the full width is
\begin{equation}
w=2V_t\,\mathrm{arccosh}(2+b).
\label{width}
\end{equation}
The level enters through $b$ alone and drops out when $b\ll1$. For a midgap trap with ratio 100,
\begin{equation}
b=\frac{100+1}{2\sqrt{100}}\,e^{-V/2V_t}=5.05\,e^{-V/2V_t},
\end{equation}
so strong bias means $e^{V/2V_t}\gg5.05$. Here $e^{V/2V_t}=331$ and $b=0.015$. In this limit
\begin{equation}
U_{\max}\approx\tfrac12N_t\sqrt{c_nc_p}\,n_ie^{V/2V_t}
=\tfrac12\,(10^{10})(10^{-9})(10^{10})(331)=1.66\times10^{13}\ \text{cm}^{-2}\text{s}^{-1}.
\end{equation}
Dividing by $1+b$ gives $1.63\times10^{13}$ cm$^{-2}$s$^{-1}$, a current density of 2.6 $\mu$A/cm$^2$. The width is 68.6 mV, close to the limit $2V_t\,\mathrm{arccosh}\,2=68.1$ mV. The displacement is thus slightly smaller than the width of the peak.

For $E=+0.2$ eV, $n_1$ is larger by $e^{0.2\,\text{eV}/kT}$ and $b=34.6$. The height falls to $1.015/35.6=2.9\%$ of the midgap value, and (\ref{width}) gives a width of about 222 mV. The maximum stays at the same $\psi^*$, but it is low and broad. Most captured electrons are re-emitted before a hole arrives, and this emission does not depend on the gate. A midgap trap at weak bias behaves similarly: as $V\to0$, $b\to5.05$ and the height tends to zero.

\section*{Part (d): displacement in gate voltage}

\textbf{Question.} The instrument reads gate voltage. Find the displacement on that scale, with the flatband voltage $V_{FB}$ held fixed and the trap charge neglected.

\textbf{Answer.} Let $x$ be the depth, $\psi(x)$ the local band bending and $F=-d\psi/dx$ the field. Poisson's equation $dF/dx=\rho/\varepsilon_{\rm Si}$ becomes $F\,dF/d\psi=-\rho/\varepsilon_{\rm Si}$ on using $dx=-d\psi/F$. The charge density, zero in the neutral body, is
\begin{equation}
-\rho=q\left[N_A\left(1-e^{-\psi/V_t}\right)+n_b\left(e^{\psi/V_t}-1\right)\right].
\end{equation}
Integration from the body, where $F=0$, to the surface gives, with $u=\psi_s/V_t$,
\begin{equation}
F_s^2=\frac{2qV_t}{\varepsilon_{\rm Si}}\left[N_A(e^{-u}+u-1)+n_b(e^{u}-u-1)\right].
\label{field}
\end{equation}
Continuity of the displacement field gives the voltage across the oxide:
\begin{equation}
V_G-V_{FB}=\psi_s+\frac{\varepsilon_{\rm Si}F_s}{C_{ox}} .
\end{equation}
At the ratio-100 peak $u=8.01$. The $n_b$ term is negligible, so $F_s\approx\sqrt{2qV_tN_A(u-1)/\varepsilon_{\rm Si}}=7.5\times10^4$ V/cm, and the oxide voltage is 112.3 mV. At the equal-coefficient peak it is 129.5 mV. Hence
\begin{equation}
\Delta V_G=(207.2+112.3)-(266.7+129.5)=-76.7\ \text{mV}.
\end{equation}
The gate must also supply the change in depletion charge, which adds 17 mV. If this reading were taken for a surface-potential displacement, the inferred ratio would be $e^{2\times76.7/25.85}\approx380$ instead of 100.

The neglected trap charge can change the gate voltage by at most $qN_t/C_{ox}=2.3$ mV between empty and full traps. It does not alter $\psi^*$.

\section*{Part (e): electrons must travel along the gate}

\textbf{Question.} Electrons enter at both ends of a gate of length $L$. Estimate the drop of their quasi-Fermi level at mid-gate and the resulting shift of the peak, to first order. Discuss $L=1$ and 10 $\mu$m.

\textbf{Answer.} Let $N_s$ be the surface electron density per area, in excess of the body density, and $\delta(y)$ the local loss of bias, so that $N_s\propto e^{-\delta/V_t}$. The diffusion flux, with coefficient $\mu V_t$, is $-\mu V_t\,dN_s/dy=\mu N_s\,d\delta/dy$. It decreases along $y$ at the rate $U$. To first order $U$ and $N_s$ are constant along the gate, so $\mu N_s\delta''=-U$. With $\delta(0)=\delta(L)=0$,
\begin{equation}
\delta(y)=\frac{U}{2\mu N_s}\,y(L-y),\qquad \delta_m=\frac{UL^2}{8\mu N_s},\qquad \bar\delta=\frac{UL^2}{12\mu N_s}=\tfrac23\delta_m ,
\end{equation}
where $\delta_m$ is the mid-gate value and $\bar\delta$ the mean.

For $b\ll1$, $U\propto np/(c_nn+c_pp)$. At fixed $\psi_s$ the hole density is fixed and $n\propto e^{V/V_t}$, so
\begin{equation}
\frac{\partial\ln U}{\partial V}=\frac{g}{V_t},\qquad g=\frac{c_pp}{c_nn+c_pp}=\frac{1}{1+e^{2z}} .
\end{equation}
The logarithm of the gate-averaged rate is then $-\ln\cosh z-\tfrac23g\delta_m/V_t$ plus a constant. Near the peak $U$ is stationary and $N_s$ grows roughly as $e^{z}$, so $d\delta_m/dz\approx-\delta_m$. With $g(0)=\tfrac12$ and $g'(0)=-\tfrac12$, the derivative of $g\delta_m$ at $z=0$ is $-\delta_m$. The maximum satisfies
\begin{equation}
-\tanh z+\frac{2\delta_m}{3V_t}=0,\qquad\text{so}\qquad \psi_s-\psi^*\approx\tfrac23\delta_m .
\end{equation}
The peak moves up, towards higher electron density, where lateral supply is easier.

Quadrature of $N_s=\int_0^{\psi_s}(n-n_b)\,d\psi/F$, with $F(\psi)$ from (\ref{field}), gives $N_s\approx1.25\times10^5$ cm$^{-2}$ at the ratio-100 peak. For $L=1\ \mu$m,
\begin{equation}
\delta_m=\frac{(1.63\times10^{13})(10^{-4})^2}{8(500)(1.25\times10^5)}\ \text{V}=0.33\ \text{mV},
\end{equation}
and the predicted shift is 0.22 mV. A finite-difference solution of the lateral diffusion equation, with the full rate (\ref{srh}), gives 0.21 mV. The displacement between the two peaks becomes $-59.3$ mV.

For $L=10\ \mu$m, $\delta_m$ would be a hundred times larger, about 33 mV. This exceeds $V_t$, so the expansion fails. The finite-difference solution gives a ratio-100 peak shifted by 12.7 mV and a displacement of $-49$ mV. The equal-coefficient peak shifts much less, since its sheet density $N_s$ is about 8.5 times larger. Here $c_n=c_p=10^{-9}$ cm$^3$/s was used for the equal case, which keeps $\sqrt{c_nc_p}$ fixed.

These values belong to a model in which electrons move only in a classical surface layer. At 10 $\mu$m the neutral body is a parallel path, since $n_bL$ is comparable to $N_s$; including it lowers the shift to between about 11.5 and 12.5 mV, depending on the length of source and drain, and gives a displacement near $-50$ mV. In the other direction, the layer is only $V_t/F_s\approx3.5$ nm thick, comparable to the thermal wavelength, and quantization lowers $N_s$ to about 0.6 of the classical value for a (100) surface treated as a hard wall (0.65 with a finite oxide barrier). With $U$ left classical, this alone raises the shift to 0.34 mV at 1 $\mu$m and 17 mV at 10 $\mu$m. The 10 $\mu$m figures are therefore uncertain by several mV.

\section*{Part (f): range of use and real devices}

\textbf{Question.} Between which biases is the peak useful in this example? What happens at 400 K, and which features of real devices matter most?

\textbf{Answer.} At the lower end, $b\ll1$ requires $V$ well above $2V_t\ln5.05=84$ mV. At the upper end, (\ref{peak}) puts the ratio-100 peak at flatband when $V=2\phi_B-V_t\ln100=0.71$ V. Before that, electron diffusion into the body takes over. For a thick body with lifetime $\tau=10\ \mu$s and an injecting region much wider than the diffusion length $\sqrt{\mu V_t\tau}=114\ \mu$m, its flux is $n_b\sqrt{\mu V_t/\tau}$, which is 0.8\% of the peak rate at 0.30 V. It grows as $e^{V/V_t}$ against $e^{V/2V_t}$ for the peak, and the two are equal at 0.55 V if the injecting area equals the gate area; for an injecting area three or ten times larger this bias falls to 0.50 or 0.43 V. The gates of part (e) are much shorter than the diffusion length, so the electrons spread sideways and the flux is far larger. For a long stripe with source and drain 1 $\mu$m long, two-dimensional diffusion gives, per gate area, about 70 times the planar flux for $L=1\ \mu$m (53\% of the peak rate at 0.30 V, equal to it at 0.33 V) and about 10 times for $L=10\ \mu$m (7\%, equal at 0.44 V). At 400 K, with the ratio still 100, the displacement scales with $T$ to $-79$ mV and the width grows to 93 mV. The useful range shrinks: $n_i$ rises to about $5.3\times10^{12}$ cm$^{-3}$ when the narrowing of the gap is included ($3.5\times10^{12}$ for a fixed gap of 1.12 eV). With the same $\mu$, $\tau$ and equal areas, even the planar body flux is then about 115\% of the peak rate at 0.30 V and equals it at 0.29 V, while the lower bound rises to 112 mV.

The doping, oxide thickness and trap density chosen here are of the order met in silicon MOS transistors; the ratio of 100 is an assumption of the question. At 0.30 V several idealizations are harmless: $p$ at the surface is about $10^{-6}$ of the valence-band effective density, $n_b/N_A$ is about $10^{-9}$, and the oxide field is 0.2 MV/cm. Recombination in the depletion layer is also small. Its largest volume rate for equal lifetimes $\tau$, $n_ie^{V/2V_t}/2\tau$, times the depletion width of 52 nm bounds it at 5\% of the peak rate. The bound is generous, because at the ratio-100 peak no plane with $n=p$ exists in the layer: integration over the band bending gives 0.08\% there (about $N_s/\tau$) and 0.5\% at the equal-coefficient peak, and the displacement changes by less than 0.1 mV. A shorter lifetime raises these shares in proportion.

Real interfaces also have a non-uniform surface potential. A symmetric spread leaves $\psi^*$ stationary, because (\ref{shape}) is even in $z$. For a Gaussian spread of 30 mV rms, numerical averaging keeps the maximum there but widens the peak from 69 to 106 mV, so that a 60 mV displacement is harder to resolve. Of the departures whose effect on the surface-potential displacement was computed, the lateral drop is the largest: for these parameters it removes 0.2 mV of the displacement at 1 $\mu$m and roughly 10 mV at 10 $\mu$m. Since $\delta_m\propto N_tL^2$ at first order, a larger trap density calls for a shorter gate.
